**Stability bound for Gaussian-smeared dipoles**

Identical linear dipoles of polarizability `a`, coupled through the second derivatives of `erf(r/s)/r`, are stable at every separation `r` if and only if `a < a_max = 3 sqrt(pi) s^3/4`, where `s` is the smearing range of the pair. The program asserts the Coulomb origin of the kernel, the eigenvalues of the coupling tensor, their Fourier form and the self-field energy, using quadrature and finite differences. It asserts that the pair is stable on a grid of separations just below the bound and unstable near contact just above it. It also asserts that 30 random clusters of 12 sites respect the many-site limit, while at least one of them is unstable with point dipoles; the output shows 27. For `a = 2.2` Å^3 the smallest safe range is 1.183 Å. At a separation of 1.5 Å and `s = 1.3` Å the smeared pair has a parallel polarizability of 5.03 Å^3, where point dipoles give an unphysical -14.5 Å^3. A Hartree–Fock calculation of ethane shows that the two-site model has a reasonable mean polarizability but a much too large anisotropy.

## Numerical verification

```python
"""
Result under test: identical linear dipoles of polarizability a (a volume,
Gaussian units), coupled by T = grad grad [erf(r/s)/r], have a finite stable
response at every separation r if and only if a < a_max = 3 sqrt(pi) s^3/4.
The same bound protects any number of such dipoles in any arrangement.
Symbols: s = range of the smeared kernel, x = r/s, t_T and t_L = transverse and
longitudinal eigenvalues of T, T0 = |T(r=0)| = 1/a_max.
Tests use s = 1; the worked example uses angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, gammainc
from pyscf import gto, scf

ROOT_PI = np.sqrt(np.pi)


def bound(s):
    return 3 * ROOT_PI * s**3 / 4


def g_shape(x):
    """[erf x - 2x exp(-x^2)/sqrt(pi)]/x^3, without cancellation."""
    if x < 1e-4:
        return 4 / ROOT_PI * (1 / 3 - x * x / 5)
    return gammainc(1.5, x * x) / x**3


def t_trans(r, s=1.0):
    return -g_shape(r / s) / s**3


def t_long(r, s=1.0):
    x = r / s
    return (2 * g_shape(x) - 4 / ROOT_PI * np.exp(-x * x)) / s**3


def kernel(points, s=1.0):
    r = np.linalg.norm(points, axis=-1)
    safe = np.where(r < 1e-8, 1.0, r)
    return np.where(r < 1e-8, 2 / (ROOT_PI * s), erf(safe / s) / safe)


def numerical_tensor(vector, s=1.0):
    """Second derivatives of the kernel by fourth-order differences."""
    h = 0.01 * s
    steps = np.array([-2, -1, 1, 2]) * h
    weights = np.array([1, -8, 8, -1]) / (12 * h)
    axes = np.eye(3)
    tensor = np.zeros((3, 3))
    for i in range(3):
        for j in range(3):
            pts = (np.asarray(vector, float) + steps[:, None, None] * axes[i]
                   + steps[None, :, None] * axes[j])
            tensor[i, j] = weights @ kernel(pts, s) @ weights
    return tensor


def pair_stiffness(r, a, s=1.0):
    T = numerical_tensor([0, 0, r], s)
    return np.block([[np.eye(3) / a, -T], [-T, np.eye(3) / a]])


def lowest(matrix):
    return np.linalg.eigvalsh(matrix)[0]


a_max, T0 = bound(1.0), 1 / bound(1.0)

# --- kernel as Coulomb energy of two Gaussian charge clouds of width R
R = 1 / np.sqrt(2)
node, wt = np.polynomial.legendre.leggauss(120)
q, wq = 3.5 * (node + 1), 3.5 * wt
Q, C = np.meshgrid(q, node, indexing="ij")
for d in (0.3, 1.0, 2.5):
    dist = np.sqrt(d * d + Q * Q + 2 * d * Q * C)
    cloud = np.exp(-Q**2 / R**2) / (np.pi**1.5 * R**3)
    energy = 2 * np.pi * wq @ (cloud * Q**2 * erf(dist / R) / dist) @ wt
    assert abs(energy - erf(d) / d) < 1e-8

# --- eigenvalues of T against differences; small-r expansion
for r in (0.0, 0.2, 0.7, 1.5, 3.0):
    direction = np.array([1.0, 2.0, 2.0]) / 3
    found = np.linalg.eigvalsh(numerical_tensor(r * direction))
    expected = np.sort([t_trans(r), t_trans(r), t_long(r)])
    assert np.allclose(found, expected, atol=1e-6)
x_small = 0.05
small = np.diag(numerical_tensor([0, 0, x_small]))
assert abs(small[0] + T0 * (1 - 3 * x_small**2 / 5)) < 1e-5
assert abs(small[2] + T0 * (1 - 9 * x_small**2 / 5)) < 2e-5

# --- Fourier form with non-negative weight
k, wk = 7 * (node + 1), 7 * wt
K, C = np.meshgrid(k, node, indexing="ij")
for r in (0.0, 0.5, 1.6, 3.0):
    common = K**2 * np.exp(-K**2 / 4) * np.cos(K * r * C) / np.pi
    assert abs(-(wk @ (common * C**2) @ wt) - t_long(r)) < 1e-8
    assert abs(-(wk @ (common * (1 - C**2) / 2) @ wt) - t_trans(r)) < 1e-8

# --- two-body bound: sufficient just below, violated just above
grid = np.linspace(0, 6, 121)
margin = min(lowest(pair_stiffness(r, 0.999 * a_max)) for r in grid)
assert margin > 0
assert lowest(pair_stiffness(0.01, 1.001 * a_max)) < 0
assert all(lowest(pair_stiffness(r, a_max)) > 0 for r in grid[1:])

# --- head-to-tail maximum
peak = minimize_scalar(lambda r: -t_long(r), bounds=(0.8, 3), method="bounded",
                       options={"xatol": 1e-10})
x_peak, t_peak = peak.x, -peak.fun
assert abs(t_peak - T0 * (2 * x_peak**2 - 1) * np.exp(-x_peak**2)) < 1e-5
assert abs(3 * g_shape(x_peak)
           - 4 / ROOT_PI * (1 + x_peak**2) * np.exp(-x_peak**2)) < 1e-5

# --- self-field energy of one smeared dipole from the integral of E^2/(8 pi)
field_energy = 0.5 * quad(lambda r: r * r * (t_long(r, R)**2
                          + 2 * t_trans(r, R)**2) / 3, 0, np.inf)[0]
assert abs(field_energy - T0 / 2) < 1e-7


# --- any number of dipoles
def cluster_stiffness(pos, a, point=False):
    n = len(pos)
    A = np.eye(3 * n) / a
    for i in range(n):
        for j in range(i):
            v = pos[i] - pos[j]
            r = np.linalg.norm(v)
            tt, tl = (-1 / r**3, 2 / r**3) if point else (t_trans(r), t_long(r))
            T = tt * np.eye(3) + (tl - tt) * np.outer(v, v) / r**2
            A[3*i:3*i+3, 3*j:3*j+3] = -T
            A[3*j:3*j+3, 3*i:3*i+3] = -T
    return A


rng = np.random.default_rng(4)
a_test = 0.99 * a_max
smeared_low, point_unstable, n_clusters = [], 0, 0
for box in (0.3, 1.0, 2.0, 4.0, 8.0):
    for _ in range(6):
        pos = rng.uniform(0, box, (12, 3))
        smeared_low.append(a_test * lowest(cluster_stiffness(pos, a_test)))
        point_unstable += lowest(cluster_stiffness(pos, a_test, True)) < 0
        n_clusters += 1
assert min(smeared_low) > (1 - 0.99) - 1e-9
assert point_unstable > 0

# --- worked example: two carbon-centred sites, angstrom units
a, s, r_bond, s_narrow = 2.2, 1.3, 1.5, 1.1
s_min = brentq(lambda w: bound(w) - a, 0.1, 5)
par = 2 * a / (1 - a * t_long(r_bond, s))
perp = 2 * a / (1 - a * t_trans(r_bond, s))
A_pair = pair_stiffness(r_bond, a, s)
for axis, formula in ((2, par), (0, perp)):
    field = np.zeros(6)
    field[[axis, axis + 3]] = 1
    assert abs(field @ np.linalg.solve(A_pair, field) - formula) < 1e-5
point_par = 2 * a / (1 - 2 * a / r_bond**3)
point_perp = 2 * a / (1 + a / r_bond**3)
r_point_long, r_point_trans = (2 * a)**(1 / 3), a**(1 / 3)

# catastrophe returns for the narrow kernel, in a transverse antiparallel mode
r_crit = brentq(lambda r: lowest(pair_stiffness(r, a, s_narrow)), 0.05, 3)
r_formula = brentq(lambda r: 1 + a * t_trans(r, s_narrow), 0.05, 3)
assert abs(r_crit - r_formula) < 1e-5
mode = np.linalg.eigh(pair_stiffness(r_crit, a, s_narrow))[1][:, 0]
assert np.allclose(mode[:3], -mode[3:], atol=1e-6) and abs(mode[2]) < 1e-6
low_narrow_bond = a * lowest(pair_stiffness(r_bond, a, s_narrow))
assert low_narrow_bond > 0

# weaker need on s when no two sites come closer than the bond length
s_contact = brentq(lambda w: a * t_long(r_bond, w) - 1, 0.3, 0.85)
far = np.linspace(r_bond, 8, 300)
for factor, stable in ((1.01, True), (0.99, False)):
    w = factor * s_contact
    worst = max(max(abs(t_long(r, w)), abs(t_trans(r, w))) for r in far)
    assert (a * worst < 1) == stable

# --- neglected: real electronic structure (ethane, finite-field Hartree-Fock)
theta, ch = np.radians(111.0), 1.1
atoms = [("C", (0, 0, r_bond / 2)), ("C", (0, 0, -r_bond / 2))]
for m in range(3):
    phi = 2 * np.pi * m / 3
    h = np.array([ch * np.sin(theta) * np.cos(phi),
                  ch * np.sin(theta) * np.sin(phi),
                  r_bond / 2 - ch * np.cos(theta)])
    atoms += [("H", tuple(h)), ("H", tuple(-h))]
mol = gto.M(atom=atoms, basis="aug-cc-pvdz", unit="Angstrom", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-7
mf.kernel()
assert mf.converged
dm_free, h_free = mf.make_rdm1(), mf.get_hcore()
position = mol.intor("int1e_r")


def response(axis, F):
    mf.get_hcore = lambda *args: h_free + F * position[axis]
    mf.kernel(dm0=dm_free)
    assert mf.converged
    return mf.dip_moment(unit="AU", verbose=0)[axis] / F


F = 0.003
bohr = const.physical_constants["Bohr radius"][0] * 1e10
hf_par_F, hf_par_2F = response(2, F), response(2, 2 * F)
assert abs(hf_par_2F / hf_par_F - 1) < 0.01
hf_par = (4 * hf_par_F - hf_par_2F) / 3 * bohr**3
hf_perp = response(0, F) * bohr**3
mean_model, mean_hf = (par + 2 * perp) / 3, (hf_par + 2 * hf_perp) / 3

# --- neglected: nonlinearity at a rough breakdown field
E_bd = 5.0
E_au = E_bd * 1e8 / const.physical_constants["atomic unit of electric field"][0]
nonlinear = (hf_par_2F - hf_par_F) / (3 * F**2) * E_au**2 / hf_par_F

# --- neglected: thermal motion of the bond (harmonic stretch)
temp, wavenumber, red_mass = 670.0, 1000.0, 7.5
omega = 2 * np.pi * const.c * 100 * wavenumber
ratio = const.hbar * omega / (const.k * temp)
zero_var = const.hbar / (2 * red_mass * const.atomic_mass * omega)
levels = np.arange(200)
pop = np.exp(-ratio * levels)
variance = zero_var * np.sum((2 * levels + 1) * pop) / pop.sum()
assert abs(variance * np.tanh(ratio / 2) / zero_var - 1) < 1e-10
sigma = np.sqrt(variance) * 1e10
par_out = 2 * a / (1 - a * t_long(r_bond + sigma, s))
par_in = 2 * a / (1 - a * t_long(r_bond - sigma, s))

# --- neglected: surrounding film (rough typical k and refractive index)
k_film, n_film = 2.7, 1.4
lorentz = (k_film + 2) / 3
electronic = ((n_film**2 - 1) / (n_film**2 + 2)) / ((k_film - 1) / (k_film + 2))
si = 4 * np.pi * const.epsilon_0 * 1e-30

print(f"bound a_max/s^3 = {a_max:.5f}; T0 s^3 = {T0:.5f} (no unit)")
print(f"head-to-tail peak: x = {x_peak:.4f}, t_L s^3 = {t_peak:.4f} (no unit)")
print(f"head-to-tail threshold a/s^3 = {1/t_peak:.3f} (no unit)")
print(f"self-field energy s^3/mu^2 = {field_energy:.5f} (no unit)")
print(f"clusters of 12 sites tested at 0.99 a_max: {n_clusters}")
print(f"lowest a*stiffness, smeared clusters = {min(smeared_low):.5f} (no unit)")
print(f"same clusters unstable with point dipoles: {point_unstable}")
print(f"site polarizability a = {a:.2f} A^3")
print(f"kernel range s = {s:.2f} A; separation = {r_bond:.2f} A")
print(f"bound a_max = {bound(s):.3f} A^3 = {bound(s)*si*1e40:.3f} e-40 C m^2/V")
print(f"a/a_max = {a/bound(s):.3f} (no unit)")
print(f"smallest safe s = {s_min:.3f} A = {s_min/10:.4f} nm")
print(f"x at the bond = {r_bond/s:.4f}; g(x) = {g_shape(r_bond/s):.4f} (no unit)")
print(f"t_L = {t_long(r_bond,s):.4f} A^-3; t_T = {t_trans(r_bond,s):.4f} A^-3")
print(f"a*t_L = {a*t_long(r_bond,s):.4f}; a*t_T = {a*t_trans(r_bond,s):.4f}")
print(f"smeared pair: parallel {par:.3f} A^3, perpendicular {perp:.3f} A^3")
print(f"point pair: parallel {point_par:.2f} A^3, perpendicular {point_perp:.3f} A^3")
print(f"point catastrophe, longitudinal: r = {r_point_long:.3f} A")
print(f"point catastrophe, transverse: r = {r_point_trans:.3f} A")
print(f"narrow kernel s = {s_narrow:.2f} A: a_max = {bound(s_narrow):.3f} A^3")
print(f"narrow kernel: a/a_max = {a/bound(s_narrow):.3f} (no unit)")
print(f"narrow kernel: catastrophe at r = {r_crit:.3f} A")
print(f"narrow kernel: lowest a*stiffness at bond = {low_narrow_bond:.3f}")
print(f"s needed if no contact is below {r_bond:.1f} A: {s_contact:.3f} A")
print(f"ethane geometry: C-C {r_bond:.2f} A, C-H {ch:.2f} A, "
      f"C-C-H {np.degrees(theta):.0f} deg")
print(f"ethane HF/aug-cc-pVDZ: parallel {hf_par:.3f}, perp. {hf_perp:.3f} A^3")
print(f"mean: model {mean_model:.3f} A^3, ethane HF {mean_hf:.3f} A^3")
print(f"anisotropy: model {par-perp:.3f} A^3, ethane HF {hf_par-hf_perp:.3f} A^3")
print(f"rough breakdown field = {E_bd:.1f} MV/cm")
print(f"nonlinear change of parallel response there = {nonlinear:.1e} (fraction)")
print(f"bond stretch: {wavenumber:.0f} cm^-1, reduced mass {red_mass:.1f} u")
print(f"process temperature = {temp:.0f} K; rms bond motion = {sigma:.4f} A")
print(f"parallel response, bond longer by rms: {100*(par_out/par-1):+.2f} %")
print(f"parallel response, bond shorter by rms: {100*(par_in/par-1):+.2f} %")
print(f"rough film values: k = {k_film:.1f}, refractive index = {n_film:.1f}")
print(f"Lorentz local-field factor of film = {lorentz:.3f} (no unit)")
print(f"electronic share of film polarizability = {electronic:.3f} (fraction)")
print("done: every assertion held")
```

Printed output:

```
bound a_max/s^3 = 1.32934; T0 s^3 = 0.75225 (no unit)
head-to-tail peak: x = 1.6136, t_L s^3 = 0.2342 (no unit)
head-to-tail threshold a/s^3 = 4.270 (no unit)
self-field energy s^3/mu^2 = 0.37613 (no unit)
clusters of 12 sites tested at 0.99 a_max: 30
lowest a*stiffness, smeared clusters = 0.01000 (no unit)
same clusters unstable with point dipoles: 27
site polarizability a = 2.20 A^3
kernel range s = 1.30 A; separation = 1.50 A
bound a_max = 2.921 A^3 = 3.250 e-40 C m^2/V
a/a_max = 0.753 (no unit)
smallest safe s = 1.183 A = 0.1183 nm
x at the bond = 1.1538; g(x) = 0.3602 (no unit)
t_L = 0.0566 A^-3; t_T = -0.1640 A^-3
a*t_L = 0.1246; a*t_T = -0.3607
smeared pair: parallel 5.026 A^3, perpendicular 3.234 A^3
point pair: parallel -14.49 A^3, perpendicular 2.664 A^3
point catastrophe, longitudinal: r = 1.639 A
point catastrophe, transverse: r = 1.301 A
narrow kernel s = 1.10 A: a_max = 1.769 A^3
narrow kernel: a/a_max = 1.243 (no unit)
narrow kernel: catastrophe at r = 0.670 A
narrow kernel: lowest a*stiffness at bond = 0.539
s needed if no contact is below 1.5 A: 0.764 A
ethane geometry: C-C 1.50 A, C-H 1.10 A, C-C-H 111 deg
ethane HF/aug-cc-pVDZ: parallel 4.346, perp. 3.944 A^3
mean: model 3.831 A^3, ethane HF 4.078 A^3
anisotropy: model 1.793 A^3, ethane HF 0.403 A^3
rough breakdown field = 5.0 MV/cm
nonlinear change of parallel response there = 2.0e-05 (fraction)
bond stretch: 1000 cm^-1, reduced mass 7.5 u
process temperature = 670 K; rms bond motion = 0.0533 A
parallel response, bond longer by rms: +2.43 %
parallel response, bond shorter by rms: -2.58 %
rough film values: k = 2.7, refractive index = 1.4
Lorentz local-field factor of film = 1.567 (no unit)
electronic share of film polarizability = 0.670 (fraction)
done: every assertion held
```
